\section*{Drude Conductivity of Plasma Electrons from Momentum Balance and Free Flights, part 2}

We seek the conductivity $\sigma$ of a uniform electron gas in an oscillating field, now by asking what each electron remembers of the field. The electrons have density $n$, charge $-e$ ($e>0$), mass $m$ and mean velocity $u$ along the field, the $z$ axis. They collide with heavy atoms at rest at a constant rate $\nu$, and after a collision all directions are equally likely. The ions are fixed. The field is $E(t)=\mathrm{Re}[E_0e^{-i\omega t}]$, with $E_0$ real, and the electron current density is $J=-enu=\mathrm{Re}[\sigma E_0e^{-i\omega t}]$. Units are SI.

A first derivation, from the momentum balance, used $\langle\nu v_z\rangle=\nu u$, where $v_z$ is one electron's velocity component and the brackets average over all electrons. It gave
\begin{equation}
m\frac{du}{dt}=-eE-m\nu u,
\qquad
\sigma=\frac{ne^2}{m(\nu-i\omega)},
\label{eq:recall}
\end{equation}
with the resistive limit $\sigma_0=ne^2/(m\nu)$ for $\omega\ll\nu$ and the inertial limit $ine^2/(m\omega)$ for $\omega\gg\nu$. A steady field gives $u=-eE_0/(m\nu)$. With $U=-eE_0/[m(\nu-i\omega)]$, the solution from zero mean velocity at $t=0$ is
\begin{equation}
u(t)=\mathrm{Re}\left[Ue^{-i\omega t}\right]-\mathrm{Re}[U]\,e^{-\nu t}.
\label{eq:transient}
\end{equation}

The example has $n=10^{17}\ \mathrm{m^{-3}}$, $\nu=10^9\ \mathrm{s^{-1}}$ and $E_0=100\ \mathrm{V/m}$, at frequencies $\omega/2\pi$ of $13.56$, $159.2$ and $2450$ MHz. At the first, $\omega/\nu=0.0852$ and $\mathrm{Re}\,\sigma=2.798\ \mathrm{S/m}$; at the second, $\omega=\nu$; at the third, $\omega/\nu=15.4$ and $\mathrm{Re}\,\sigma=0.0118\ \mathrm{S/m}$.

The computed values at the end include two earlier checks. The simulated responses are complex velocities at $\omega=\nu$, in units of $eE_0/(m\nu)$, for electrons starting at rest or with a large random speed. The friction ratio is $\langle\nu v_z\rangle/(\langle\nu\rangle u)$ for a collision rate proportional to speed and a slightly displaced Maxwellian. Errors of the two limits are relative to $|\sigma|$.

\subsection{The time since the last collision}

Let $P(s)$ be the probability that an electron observed now has not collided during the preceding time $s$. In a further short time $ds$ it collides with probability $\nu\,ds$, whatever its history, and so remains free with probability $1-\nu\,ds$. Therefore
\begin{equation}
P(s+ds)=P(s)(1-\nu\,ds),
\qquad
\frac{dP}{ds}=-\nu P,
\qquad
P(s)=e^{-\nu s},
\end{equation}
where $P(0)=1$ was used. The probability that the last collision occurred between $s$ and $s+ds$ ago is the decrease of $P$ over that interval, $\nu e^{-\nu s}ds$. We assume for now that the gas has existed for a time much longer than $1/\nu$.

An electron whose last collision was a time $s$ ago left it with some velocity, and has since been accelerated by the field alone. Its present velocity is the velocity after the collision plus
\begin{equation}
-\frac em\int_0^sE(t-r)\,dr,
\end{equation}
where $r$ measures time backwards from the present. The velocity after the collision averages to zero. This remains true when we select electrons that have since flown freely for a time $s$, because a constant collision rate gives every direction and speed the same chance of surviving that long. Averaging over the time since the last collision gives
\begin{equation}
u(t)=-\frac em\int_0^\infty ds\,\nu e^{-\nu s}\int_0^sdr\,E(t-r).
\label{eq:double}
\end{equation}

The integration covers the region $0<r<s$. In the other order, $r$ runs from $0$ to $\infty$ and $s$ from $r$ to $\infty$. The inner integral becomes
\begin{equation}
\int_r^\infty\nu e^{-\nu s}ds=e^{-\nu r},
\end{equation}
and so
\begin{equation}
u(t)=-\frac em\int_0^\infty e^{-\nu r}E(t-r)\,dr.
\label{eq:memory}
\end{equation}
The field gave every electron a push at the earlier time $t-r$. Only the fraction $e^{-\nu r}$ that has not collided since still carries it. The mean velocity is the sum of the remembered pushes.

For a steady field the integral of $e^{-\nu r}$ is $1/\nu$, and (\ref{eq:memory}) gives $u=-eE_0/(m\nu)$, as before. For the oscillating field, $E(t-r)=\mathrm{Re}[E_0e^{-i\omega t}e^{i\omega r}]$. Inserting this in $J=-enu$ and removing the common factor $E_0e^{-i\omega t}$ gives
\begin{align}
\sigma
&=\frac{ne^2}{m}\int_0^\infty e^{-\nu r}e^{i\omega r}dr
=\frac{ne^2}{m}\left[-\frac{e^{-(\nu-i\omega)r}}{\nu-i\omega}\right]_0^\infty\nonumber\\
&=\frac{ne^2}{m(\nu-i\omega)}.
\label{eq:second}
\end{align}
The upper limit contributes nothing because the magnitude of the exponential there is $e^{-\nu r}$, which tends to zero. This is the same conductivity.

\subsection{The two limits as long and short memory}

Separate the integral in (\ref{eq:second}) into
\begin{equation}
C=\int_0^\infty e^{-\nu r}\cos\omega r\,dr,
\qquad
S=\int_0^\infty e^{-\nu r}\sin\omega r\,dr .
\end{equation}
Then $\mathrm{Re}\,\sigma=ne^2C/m$ and $\mathrm{Im}\,\sigma=ne^2S/m$. Integrating each by parts, with the trigonometric function as the factor to be integrated, gives
\begin{equation}
C=\frac\nu\omega S,
\qquad
S=\frac1\omega-\frac\nu\omega C .
\label{eq:CS}
\end{equation}
In the first relation the boundary term vanishes because $\sin0=0$. In the second the lower limit supplies $1/\omega$.

When $\omega\ll\nu$, memory fades before the field has changed appreciably. The cosine is close to one wherever $e^{-\nu r}$ matters, so $C\simeq1/\nu$, and the first relation gives $S\simeq\omega/\nu^2$. The current follows the present field. At $13.56$ MHz an electron makes on average $2\pi\nu/\omega=2\pi/0.0852\approx74$ collisions per cycle.

When $\omega\gg\nu$, memory spans many radians of the oscillation, and pushes of opposite sign nearly cancel. The second relation gives $S\simeq1/\omega$, and the first then gives $C\simeq\nu/\omega^2$. The current is nearly a quarter period behind the field, and its small in-phase part is proportional to the collision rate. At $2450$ MHz there are on average $2\pi/15.4\approx0.41$ collisions per cycle. The estimate $ne^2\nu/(m\omega^2)$ gives $\mathrm{Re}\,\sigma=0.0119\ \mathrm{S/m}$, against $0.0118\ \mathrm{S/m}$ from the full expression.

\subsection{Collisions and heating}

The in-phase part determines how much energy the electrons absorb. Multiply the momentum equation in (\ref{eq:recall}) by $nu$, use $-enu=J$, and rearrange:
\begin{equation}
JE=\frac{d}{dt}\left(\frac12nmu^2\right)+nm\nu u^2 .
\label{eq:energy}
\end{equation}
The first term on the right is the change in the kinetic energy of the drift. It is stored and returned, and averages to zero over a cycle in the periodic state. The second is the rate at which collisions destroy drift energy. If the collisions are elastic and the atoms too heavy to recoil, this energy becomes random motion of the electrons. A steady electron temperature therefore needs some further energy loss, which this model leaves out.

To find the average, write $J=E_0(\mathrm{Re}\,\sigma\cos\omega t+\mathrm{Im}\,\sigma\sin\omega t)$ and multiply by $E_0\cos\omega t$. Over a cycle $\cos^2\omega t$ averages to $1/2$ and $\sin\omega t\cos\omega t$ to zero. The mean power density is
\begin{equation}
\overline{JE}=\frac12\,\mathrm{Re}\,\sigma\,E_0^2
=\frac{ne^2E_0^2}{2m}\,\frac{\nu}{\nu^2+\omega^2}.
\label{eq:power}
\end{equation}
Keep $n$, $E_0$ and $\omega$ fixed and vary the collision rate. Since
\begin{equation}
\frac{d}{d\nu}\left(\frac{\nu}{\nu^2+\omega^2}\right)
=\frac{\omega^2-\nu^2}{(\nu^2+\omega^2)^2},
\end{equation}
the heating rises with $\nu$ below $\nu=\omega$ and falls above it. A numerical search using the memory integral $C$ found the maximum at $\nu/\omega=1.0000$. In the inertial regime more collisions mean more heating, because without them the electrons return the energy they receive. In the resistive regime more collisions mean less heating, because they reduce the drift on which the field does work.

With $E_0=100\ \mathrm{V/m}$, the power density at $13.56$ MHz is $\frac12\times2.798\times100^2\approx1.40\times10^4\ \mathrm{W/m^3}$. At $2450$ MHz it is $59\ \mathrm{W/m^3}$. This comparison holds the field inside the plasma, the density and the collision rate fixed. It does not say how a real discharge would adjust to a change of frequency.

\subsection{The displacement current}

The conductivity describes the electrons alone. The total current density also contains $\varepsilon_0\,\partial E/\partial t$, where $\varepsilon_0$ is the permittivity of free space. In the present convention this adds $-i\omega\varepsilon_0$ to $\sigma$. With the plasma frequency $\omega_p$ defined by $\omega_p^2=ne^2/(\varepsilon_0m)$, the imaginary part of the sum is
\begin{equation}
\mathrm{Im}\,\sigma-\omega\varepsilon_0
=\omega\varepsilon_0\left(\frac{\omega_p^2}{\nu^2+\omega^2}-1\right).
\end{equation}
The total current lags the field, as in an inductor, if $\omega^2+\nu^2<\omega_p^2$. If the inequality is reversed, the total current leads, as in a capacitor, although the electron current still lags.

Here $\omega_p=1.784\times10^{10}\ \mathrm{rad/s}$, so $\omega_p^2=3.18\times10^{20}\ \mathrm{s^{-2}}$. At $2450$ MHz, $\omega^2+\nu^2=2.38\times10^{20}\ \mathrm{s^{-2}}$. The total current lags, but the displacement current is already $0.75$ of the electron current in magnitude. At one tenth of the density $\omega_p^2$ is ten times smaller, and the total current leads. The inertial limit of $\sigma$ is therefore a statement about electrons and not about the whole plasma.

\subsection{What each derivation assumes}

Both derivations assume that the chance of a collision in the next instant depends neither on an electron's speed nor on its past. Their agreement cannot test this shared assumption. In the momentum balance it makes the colliding electrons a fair sample, so that $\langle\nu v_z\rangle=\nu u$. In the free-flight argument it gives every electron the same survival probability $e^{-\nu r}$. If $\nu$ depends on speed, neither step holds in general.

They differ in their use of the past. The momentum balance needs only the present mean velocity, and so applies from any starting state. The average (\ref{eq:double}) assumed a long history, but the memory picture is easily adapted. If the gas starts with zero mean velocity at $t=0$, there are no pushes from before that time, and the integral in (\ref{eq:memory}) stops at $r=t$. With $U=-eE_0/[m(\nu-i\omega)]$ this gives
\begin{equation}
u(t)=\mathrm{Re}\left[Ue^{-i\omega t}\left(1-e^{-(\nu-i\omega)t}\right)\right]
=\mathrm{Re}\left[Ue^{-i\omega t}\right]-\mathrm{Re}[U]\,e^{-\nu t},
\end{equation}
which is the solution of the differential equation from rest, including its transient.

The case $\nu=0$ needs care in both approaches. The integral over an infinite past no longer converges, and the differential equation has no damping. If the field acts from a time $t_0$ on electrons with zero mean velocity, direct integration gives
\begin{equation}
u(t)=-\frac{eE_0}{m\omega}\left(\sin\omega t-\sin\omega t_0\right).
\end{equation}
Unless $\sin\omega t_0=0$, a constant drift remains for ever. The inertial limit used here keeps $\nu$ small but nonzero and waits until $t\gg1/\nu$.

Isotropic scattering can be relaxed in both derivations. Suppose that a collision leaves, on average, a fraction $g<1$ of the incoming velocity, with $g$ independent of speed. In the momentum balance a collision removes the mean momentum $m(1-g)u$, so the friction coefficient becomes $\nu(1-g)$. In the memory picture, let $M(r)$ be the mean fraction of a push that survives for a time $r$. During $dr$ a fraction $\nu\,dr$ of the electrons has its share multiplied by $g$:
\begin{equation}
M(r+dr)=M(r)\left[1-\nu\,dr+g\nu\,dr\right],
\qquad
M(r)=e^{-\nu(1-g)r}.
\end{equation}
Both routes replace $\nu$ by $\nu(1-g)$, the collision frequency for momentum transfer. The loss of momentum matters for the conductivity, not the bare number of collisions.

An artificial case separates the two methods. Let every electron collide at regular intervals $T$, with the collision times of different electrons spread evenly, and let each collision again leave zero mean velocity. A push given a time $r<T$ ago is remembered by the fraction $1-r/T$, and older pushes are forgotten. In a steady field the memory sum gives
\begin{equation}
u=-\frac{eE_0}{m}\int_0^T\left(1-\frac rT\right)dr=-\frac{eE_0T}{2m}.
\end{equation}
The mean collision rate is $1/T$, yet setting $\nu=1/T$ in the friction law would give twice this drift. The friction law fails because the colliding electrons are no longer a fair sample. Each has been accelerated for the full time $T$ and carries a mean velocity $-eE_0T/m=2u$. With that corrected loss, momentum again balances:
\begin{equation}
-eE_0-\frac1T\,m(2u)=0 .
\end{equation}
The memory method thus extends to other distributions of flight time, provided that they do not depend on velocity and that the collisions are spread evenly in time. The weight replacing $e^{-\nu r}$ is the fraction of electrons whose last collision lies more than $r$ in the past. It equals $\bar\tau^{-1}\int_r^\infty Q(\tau)\,d\tau$, where $Q(\tau)$ is the probability that a flight lasts longer than $\tau$ and $\bar\tau$ is the mean flight time. For exponential flights this weight coincides with $Q(r)$; in general it does not, as the factor $1-r/T$ above shows. The momentum balance remains true as bookkeeping, but it closes into an equation for $u$ alone when the loss is proportional to $u$ at each instant. Collisions at a constant random rate meet both requirements, and there the two derivations give the same Drude response. The numerical output below gives the computed values at all three frequencies.

\section*{Computed values}
\begin{verbatim}
electron density: 1.000e+17 m^-3
collision frequency: 1.000e+09 s^-1
field amplitude: 100.0 V/m
zero-frequency conductivity: 2.8179 S/m
resistivity: 0.3549 ohm m
inertial coefficient m/(n e^2): 3.5487e-10 H m
plasma angular frequency: 1.7840e+10 rad/s
simulated response, cold start: 0.499+0.498j (dimensionless)
simulated response, fast start: 0.501+0.503j (dimensionless)
predicted response: 0.500+0.500j (dimensionless)
friction ratio, rate ~ speed: 1.3333 (dimensionless)
nu/omega at greatest heating: 1.0000 (dimensionless)
FREQUENCY: 13.560 MHz
  angular frequency: 8.5200e+07 rad/s
  real conductivity: 2.79763 S/m
  imaginary conductivity: 0.23836 S/m
  conductivity magnitude: 2.80777 S/m
  current lag: 4.87 degrees
  drift speed amplitude: 1.7525e+04 m/s
  excursion amplitude: 205.6891 micrometres
  mean power density: 13988.16 W/m^3
  error of resistive limit: 0.08520 (fraction)
  error of inertial limit: 11.73709 (fraction)
  displacement/electron current: 2.687e-04 (ratio)
  small imaginary part, estimate: 0.24009 S/m
FREQUENCY: 159.155 MHz
  angular frequency: 1.0000e+09 rad/s
  real conductivity: 1.40897 S/m
  imaginary conductivity: 1.40897 S/m
  conductivity magnitude: 1.99258 S/m
  current lag: 45.00 degrees
  drift speed amplitude: 1.2437e+04 m/s
  excursion amplitude: 12.4367 micrometres
  mean power density: 7044.85 W/m^3
  error of resistive limit: 1.00000 (fraction)
  error of inertial limit: 1.00000 (fraction)
  displacement/electron current: 4.444e-03 (ratio)
FREQUENCY: 2450.000 MHz
  angular frequency: 1.5394e+10 rad/s
  real conductivity: 0.01184 S/m
  imaginary conductivity: 0.18229 S/m
  conductivity magnitude: 0.18267 S/m
  current lag: 86.28 degrees
  drift speed amplitude: 1.1401e+03 m/s
  excursion amplitude: 0.0741 micrometres
  mean power density: 59.21 W/m^3
  error of resistive limit: 15.39380 (fraction)
  error of inertial limit: 0.06496 (fraction)
  displacement/electron current: 7.461e-01 (ratio)
  small real part, estimate: 0.01189 S/m
\end{verbatim}
